# Should a projected orbital gradient be orthogonalized again after preconditioning?: verification in Python

```python
"""
Result under test: in band-by-band conjugate gradients, a gradient zeta that is
orthogonal to the lower bands loses this property when a preconditioner K acts.
The direction K zeta must be orthogonalized again; otherwise the line search
lowers the energy by mixing in lower bands and misses the wanted band.

H      : plane-wave Hamiltonian of one electron in a periodic 1D cell (hartree)
lower  : exact eigenvectors below the target band, stored as columns
psi    : current normalized approximation to the target band
zeta   : negative energy gradient, projected against the lower bands and psi
K      : diagonal of the preconditioner in the plane-wave basis
leak   : components of K zeta along the lower bands
"""
import numpy as np

# ---------- model ----------
cell = 10.0
v_one, v_two = 1.0, 0.5
n_max = 20
target = 2
max_steps = 60
b = 2 * np.pi / cell
n = np.arange(-n_max, n_max + 1)
size = len(n)
kinetic = 0.5 * (b * n) ** 2
H = np.diag(kinetic).astype(complex)
H += -0.5 * v_one * (np.eye(size, k=1) + np.eye(size, k=-1))
H += 0.5j * v_two * (np.eye(size, k=-2) - np.eye(size, k=2))
assert np.allclose(H, H.conj().T)
eps, vectors = np.linalg.eigh(H)
lower = vectors[:, :target]
wanted = vectors[:, target]


def remove_lower(v):
    return v - lower @ (lower.conj().T @ v)


def remove_state(v, state):
    return v - state * np.vdot(state, v)


def unit(v):
    return v / np.linalg.norm(v)


def energy(v):
    return np.vdot(v, H @ v).real / np.vdot(v, v).real


def line_search(state, d):
    """Minimum of the energy on state*cos(theta) + d*sin(theta)."""
    half = 0.5 * (energy(d) - energy(state))
    coupling = np.vdot(d, H @ state).real
    theta = 0.5 * np.arctan2(-coupling, half)
    return state * np.cos(theta) + d * np.sin(theta)


rng = np.random.default_rng(7)
start = (rng.normal(size=size) + 1j * rng.normal(size=size)) / (1 + n ** 2)
start = unit(remove_lower(start))
t_start = np.sum(kinetic * abs(start) ** 2)
x = kinetic / t_start
poly = 27 + 18 * x + 12 * x ** 2 + 8 * x ** 3
K = poly / (poly + 16 * x ** 4)

print(f"cell length {cell:.1f} bohr, plane waves {size}")
print(f"potential amplitudes {v_one:.2f} and {v_two:.2f} hartree")
print("lowest four levels (hartree):", " ".join(f"{e:.6f}" for e in eps[:4]))
print(f"start: energy {energy(start):.6f}, kinetic {t_start:.6f} hartree")
print(f"K at largest kinetic energy {kinetic[-1]:.3f} hartree: {K[-1]:.5f}")

# ---------- three-component example ----------
band = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
grad3 = np.array([1.0, -1.0, 0.0])
pre3 = np.array([1.0, 0.5, 0.25]) * grad3
fixed3 = pre3 - band * (band @ pre3)
assert abs(band @ grad3) < 1e-14 and abs(band @ pre3) > 0.1
assert abs(band @ fixed3) < 1e-14
print(f"3-vector: overlap before K {band @ grad3:.4f}, after {band @ pre3:.4f}")
print("3-vector: K zeta =", np.round(pre3, 4), " repaired =", np.round(fixed3, 4))

# ---------- leak at the starting state ----------
zeta = -remove_lower(remove_state(H @ start, start))
raw = K * zeta
leak = lower.conj().T @ raw
before = np.linalg.norm(lower.conj().T @ zeta)
assert before < 1e-12 and np.linalg.norm(leak) > 1e-3
print(f"norm of zeta {np.linalg.norm(zeta):.6f} hartree")
print(f"lower-band part of zeta {before:.1e} hartree")
print("lower-band parts of K zeta (hartree):",
      " ".join(f"{abs(c):.6f}" for c in leak))
print(f"leak as fraction of norm of K zeta "
      f"{np.linalg.norm(leak) / np.linalg.norm(raw):.4f}")

# A preconditioner that is a function of H must not leak.
shift = eps[0] - 1.0
by_h = np.linalg.solve(H - shift * np.eye(size), zeta)
leak_h = np.linalg.norm(lower.conj().T @ by_h)
assert leak_h < 1e-11
print(f"leak for K = 1/(H - shift), shift {shift:.4f} hartree: {leak_h:.1e}")

# ---------- equal slopes, by finite differences ----------
h = 1e-4
repaired = remove_lower(raw)
slope_formula = -2 * np.vdot(zeta, raw).real
slope_raw = (energy(start + h * raw) - energy(start - h * raw)) / (2 * h)
slope_fix = (energy(start + h * repaired)
             - energy(start - h * repaired)) / (2 * h)
assert abs(slope_raw - slope_formula) < 1e-5 * abs(slope_formula)
assert abs(slope_fix - slope_formula) < 1e-5 * abs(slope_formula)
print(f"slope (hartree^2): raw {slope_raw:.6f}, repaired {slope_fix:.6f}, "
      f"formula {slope_formula:.6f}")

# ---------- spurious energy lowering at finite step ----------
d_raw = unit(remove_state(raw, start))
d_fix = remove_lower(d_raw)
c = lower.conj().T @ d_raw
for t in (0.2, 0.5, 1.0):
    e_fix = energy(start + t * d_fix)
    direct = energy(start + t * d_raw) - e_fix
    formula = -t ** 2 * np.sum(abs(c) ** 2 * (e_fix - eps[:target]))
    formula /= 1 + t ** 2
    assert abs(direct - formula) < 1e-11 and direct < 0
    print(f"t={t:.1f}: spurious lowering {direct:.6f}, "
          f"formula {formula:.6f} hartree")

# ---------- one line search ----------
after_raw = line_search(start, d_raw)
after_fix = line_search(start, unit(d_fix))
after_clean = unit(remove_lower(after_raw))
angles = np.linspace(-np.pi / 2, np.pi / 2, 4001)
scan = min(energy(start * np.cos(a) + d_raw * np.sin(a)) for a in angles)
assert -1e-11 < scan - energy(after_raw) < 1e-4
assert energy(after_raw) < energy(after_fix)
assert energy(after_clean) >= energy(after_fix) - 1e-11
print(f"one step, energy (hartree): raw {energy(after_raw):.6f}, "
      f"repaired {energy(after_fix):.6f}")
print(f"one step, raw then state cleaned: {energy(after_clean):.6f} hartree")

# ---------- the first projection is needed too ----------
force = H @ wanted
only_last = remove_lower(remove_state(K * force, wanted))
projected = remove_lower(remove_state(force, wanted))
both = remove_lower(remove_state(K * projected, wanted))
assert np.linalg.norm(both) < 1e-11 < 1e-4 < np.linalg.norm(only_last)
print(f"direction at solution (hartree): last projection only "
      f"{np.linalg.norm(only_last):.6f}, both {np.linalg.norm(both):.1e}")


# ---------- full conjugate-gradient runs ----------
def run(repair, precond):
    """repair: 'direction', 'state' or 'none'. Rows of the returned array:
    energy, lower-band weight, true residual norm, leak fraction of K zeta."""
    state, d_old, rho_old, rows = start.copy(), None, None, []
    for step in range(max_steps + 1):
        e = energy(state)
        residual = H @ state - e * state
        z = -remove_lower(residual)
        eta = precond * z
        part = np.linalg.norm(lower.conj().T @ eta)
        size_eta = max(np.linalg.norm(eta), 1e-300)
        weight = np.linalg.norm(lower.conj().T @ state) ** 2
        rows.append((e, weight, np.linalg.norm(residual), part / size_eta))
        if np.linalg.norm(z) < 1e-9 or step == max_steps:
            break
        if repair == "direction":
            eta = remove_lower(eta)
        rho = np.vdot(z, eta).real
        d = eta if d_old is None else eta + rho / rho_old * d_old
        d = remove_state(d, state)
        if np.linalg.norm(d) < 1e-14:
            break
        state = unit(line_search(state, unit(d)))
        if repair == "state":
            state = unit(remove_lower(state))
        d_old, rho_old = d, rho
    return np.array(rows)


good = run("direction", K)
bad = run("none", K)
cleaned = run("state", K)
control = run("none", np.ones(size))
e_target = eps[target]

assert abs(good[-1, 0] - e_target) < 1e-9
assert good[:, 1].max() < 1e-16
assert np.diff(good[:, 0]).max() < 1e-11
assert good[:, 3].min() > 1e-4
assert bad[-1, 0] < e_target - 1e-3 and bad[-1, 1] > 1e-3
assert np.diff(bad[:, 0]).max() < 1e-11
assert control[:, 1].max() < 1e-16
assert control[:, 0].min() > e_target - 1e-10

print("step: energy repaired | energy unrepaired (hartree) | lower weight")
for s in (0, 1, 2, 3, 4, 5, 7, 10, 15, 20, 30):
    if s < min(len(good), len(bad)):
        print(f"{s:3d}: {good[s, 0]:.6f} | {bad[s, 0]:.6f} | {bad[s, 1]:.6f}")
crossing = int(np.argmax(bad[:, 0] < e_target))
print(f"unrepaired run first below target level at step {crossing}")
for name, rows in (("repaired direction", good), ("unrepaired", bad),
                   ("state cleaned only", cleaned), ("control K=1", control)):
    print(f"{name}: steps {len(rows) - 1}, final energy {rows[-1, 0]:.8f} "
          f"hartree")
    print(f"   error {rows[-1, 0] - e_target:.2e}, true residual "
          f"{rows[-1, 2]:.1e} hartree, lower weight {rows[-1, 1]:.2e}")
for name, rows in (("repaired", good), ("state cleaned", cleaned),
                   ("control", control)):
    hits = np.flatnonzero(abs(rows[:, 0] - e_target) < 1e-6)
    text = str(hits[0]) if len(hits) else f"not within {max_steps}"
    print(f"{name}: first step with error below 1e-6 hartree: {text}")
print(f"largest energy rise in one step, state cleaned: "
      f"{max(0.0, np.diff(cleaned[:, 0]).max()):.2e} hartree")
print(f"leak fraction in repaired run before repair: first {good[0, 3]:.4f}, "
      f"smallest {good[:, 3].min():.4f}, last {good[-1, 3]:.4f}")
print("success")
```

Output:

```
cell length 10.0 bohr, plane waves 41
potential amplitudes 1.00 and 0.50 hartree
lowest four levels (hartree): -0.838382 -0.067426 0.324507 0.783413
start: energy 0.967857, kinetic 0.397807 hartree
K at largest kinetic energy 78.957 hartree: 0.00253
3-vector: overlap before K 0.0000, after 0.3536
3-vector: K zeta = [ 1.  -0.5  0. ]  repaired = [ 0.75 -0.75  0.  ]
norm of zeta 1.292900 hartree
lower-band part of zeta 2.3e-17 hartree
lower-band parts of K zeta (hartree): 0.034051 0.069104
leak as fraction of norm of K zeta 0.2687
leak for K = 1/(H - shift), shift -1.8384 hartree: 8.4e-17
slope (hartree^2): raw -0.302126, repaired -0.302126, formula -0.302126
t=0.2: spurious lowering -0.003237, formula -0.003237 hartree
t=0.5: spurious lowering -0.012582, formula -0.012582 hartree
t=1.0: spurious lowering -0.026016, formula -0.026016 hartree
one step, energy (hartree): raw 0.350405, repaired 0.377479
one step, raw then state cleaned: 0.378089 hartree
direction at solution (hartree): last projection only 0.082514, both 1.5e-16
step: energy repaired | energy unrepaired (hartree) | lower weight
  0: 0.967857 | 0.967857 | 0.000000
  1: 0.377479 | 0.350405 | 0.046440
  2: 0.340580 | 0.294813 | 0.109737
  3: 0.327096 | 0.275486 | 0.131452
  4: 0.325116 | 0.273270 | 0.129133
  5: 0.324676 | 0.269146 | 0.126108
  7: 0.324514 | 0.267170 | 0.128832
 10: 0.324507 | 0.267150 | 0.128923
 15: 0.324507 | 0.267150 | 0.128915
 20: 0.324507 | 0.267150 | 0.128913
unrepaired run first below target level at step 2
repaired direction: steps 27, final energy 0.32450656 hartree
   error 1.67e-16, true residual 5.1e-10 hartree, lower weight 1.32e-31
unrepaired: steps 60, final energy 0.26714992 hartree
   error -5.74e-02, true residual 2.1e-01 hartree, lower weight 1.29e-01
state cleaned only: steps 50, final energy 0.32450656 hartree
   error 2.78e-16, true residual 6.0e-10 hartree, lower weight 3.82e-33
control K=1: steps 60, final energy 0.32450657 hartree
   error 8.02e-09, true residual 1.4e-04 hartree, lower weight 3.37e-31
repaired: first step with error below 1e-6 hartree: 8
state cleaned: first step with error below 1e-6 hartree: 11
control: first step with error below 1e-6 hartree: 45
largest energy rise in one step, state cleaned: 5.55e-17 hartree
leak fraction in repaired run before repair: first 0.2687, smallest 0.1097, last 0.1580
success
```
